# How nonhydrostatic stress changes the epitaxial regrowth rate of amorphous silicon, part 2

When a silicon wafer with an amorphous surface layer is annealed, the crystal beneath regrows through the layer. The problem is how a stress $\sigma_{ij}$ changes the growth speed $v$ at a flat (001) interface. Both phases are taken to carry the same stress, which for the in-plane components is an assumption. Repeated indices are summed, $A:\sigma$ stands for $A_{ij}\sigma_{ij}$, $T$ is the temperature, $k$ in $kT$ is Boltzmann's constant, and $E_a$ is the activation energy. The first-order law is

$$
\ln\frac{v(\sigma)}{v(0)}=\frac{V^*:\sigma}{kT}+O(\sigma^2).
$$

For the rate $k(\sigma)$ of a single event, the series to second order is

$$
\ln\frac{k(\sigma)}{k(0)}=\frac{V^*:\sigma}{kT}
+\frac{B}{2kT}\,\sigma:(S^\ddagger-S^0):\sigma+O(\sigma^3),
$$

where $B$ is the volume of a block containing a patch of the interface, and $S^\ddagger$ and $S^0$ are its compliances in the transition state and the initial state.

A single event may be lopsided. If $N$ symmetry-related variants with tensors $V^g$ act side by side, their rates add:

$$
\ln\left[\frac1N\sum_ge^{V^g:\sigma/kT}\right]
=\frac{1}{kT}\left(\frac1N\sum_gV^g\right):\sigma+O(\sigma^2).
$$

Of the eight symmetry operations of a square, four carry a crystal termination into itself. The other four, combined with a shift, carry it into the next termination. The tensors of successive terminations are therefore

$$
V^{A}=\begin{pmatrix}V_{11}&V_{12}&0\\V_{12}&V_{11}&0\\0&0&V_{33}\end{pmatrix},\qquad
V^{B}=\begin{pmatrix}V_{11}&-V_{12}&0\\-V_{12}&V_{11}&0\\0&0&V_{33}\end{pmatrix}.
$$

Hydrostatic pressure gives the trace of $V^*$ and a uniaxial in-plane load gives $V_{11}$, so that

$$
V_{33}=\mathrm{tr}\,V^*-2V_{11}.
$$

The test block in the final table is a numerical model with $B=1\ \mathrm{nm^3}$ at 820 K, used to check these relations. Its $V_{11}$ is not quite $0.0030\ \mathrm{nm^3}$, the value from the strains of lowest energy, because $V^*$ is a difference between thermal averages.

## Growth in steps and the regrowth of a silicon layer

The stress $\sigma_{ij}$ is positive in tension. Axes 1 and 2 lie along the cubic directions in the (001) interface, and axis 3 is the growth normal. To first order, the rate of a thermally activated event is multiplied by $\exp(V:\sigma/kT)$, where $V$ is the volume of a loaded block times the change in its mean strain between the initial state and the transition state. For one crystal termination, $V$ has the components $V_{11}=V_{22}$, $V_{33}$ and $V_{12}$, and $V_{12}$ changes sign from each layer to the next. The growth speed has the first-order tensor $V^*=\mathrm{diag}(V_{11},V_{11},V_{33})$.

An exponential law for one event does not imply an exponential law for growth, because growth requires different events one after another. Suppose that a small column of the interface advances by alternate steps of kinds $A$ and $B$, each of height $h$, with forward rates $f_A$ and $f_B$. A step can also be undone. Its forward and reverse jumps pass through the same transition state, so in the ratio of their rates the integral for the transition state cancels, leaving

$$
q=\frac{\text{reverse rate}}{\text{forward rate}}=e^{-\Delta g/kT}.
$$

Here $\Delta g$ is the free energy released by the step. It is taken to be the same for both kinds, and one atom is assumed to crystallize per step. If several atoms crystallized together, $\Delta g$ would be multiplied by their number and $q$ would be smaller.

Let $p_A$ be the probability that the column is in the condition from which a forward step is of kind $A$, and $p_B=1-p_A$ the probability that it is in the condition from which a forward step is of kind $B$. After an $A$ step the column waits for a $B$ step, so an $A$ step can be undone only from the condition counted by $p_B$. The net rates of the two kinds of step are

$$
J_A=f_A(p_A-qp_B),\qquad J_B=f_B(p_B-qp_A).
$$

In steady growth both equal a common rate $J$. Dividing the first equation by $f_A$ and the second by $f_B$, and then adding them, gives

$$
J\left(\frac1{f_A}+\frac1{f_B}\right)=(1-q)(p_A+p_B)=1-q .
$$

One pair of steps advances the interface by $2h$, so

$$
v=2hJ=\frac{2h(1-q)}{1/f_A+1/f_B}.
$$

The terms $1/f_A$ and $1/f_B$ are the mean waiting times for the two forward jumps when nothing is undone. They add, and the slower step has the greater influence. With $q$ held fixed, and with $\partial f_i/\partial\sigma=f_iV^i/kT$ for each kind $i$, differentiation of the logarithm gives

$$
kT\frac{\partial\ln v}{\partial\sigma}=w_AV^A+w_BV^B,\qquad
w_i=\frac{1/f_i}{1/f_A+1/f_B}.
$$

The measured tensor is thus a mean in which each step is weighted by its inverse forward rate. Without reverse jumps, the weight is the share of the total time spent waiting for that step. With them, the two differ unless the forward rates are equal. The weights themselves depend on stress, because a step that is slowed gains weight. To see the effect on the curvature, write $u_i=V^i:\sigma/kT$ and let $w_i$ now denote the weights at zero stress. Then

$$
\ln\frac{v(\sigma)}{v(0)}=-\ln\sum_iw_ie^{-u_i}
=\sum_iw_iu_i-\tfrac12\sum_iw_i(u_i-\bar u)^2+O(\sigma^3),
$$

where $\bar u=\sum_iw_iu_i$. A spread among successive steps lowers the rate at second order, for either sign of the load. This is the opposite of the effect of a softer transition state. The formula can describe two alternating layers. It can also describe a step that must first be nucleated and then completed, provided that the stages follow one another and reverse jumps are negligible.

A numerical case makes the weighting concrete. Let step $B$ be three times as fast as step $A$ at zero stress, so that the weights are $w_A=0.75$ and $w_B=0.25$. Apply a uniaxial load along [110] at 820 K, and let the tensor components along this direction be 0.0060 nm³ for $A$ and zero for $B$. The weighted mean predicts a slope of 0.39748 per GPa for $\ln v$. The equations for the occupation probabilities of the successive layers, followed numerically in time with $q=0.2429$, gave 0.39747 per GPa.

On a perfect (001) crystal the two alternating layers are equivalent at zero stress and share the rate $f_0$. Symmetry also makes $\Delta g$ the same for both at zero stress. A shear stress $\sigma_{12}$ can make it differ from layer to layer, if the two terminations have opposite interface strains, and this difference is neglected here. The neglect is not always harmless. If the stress changes $q$ to $qe^{\delta}$ for step $A$ and to $qe^{-\delta}$ for step $B$, the factor $\cosh d$ in the speed below is replaced by $[\cosh d+q\cosh(d+\delta)]/(1+q)$, a change of the same order in stress as the alternation itself. Each termination is also given a single exponential, so any spread among lopsided variants of the event is left out. Under stress the forward rates are

$$
f_A=f_0e^{u+d},\qquad f_B=f_0e^{u-d},
$$

$$
u=\frac{V_{11}(\sigma_{11}+\sigma_{22})+V_{33}\sigma_{33}}{kT},\qquad
d=\frac{2V_{12}\sigma_{12}}{kT}.
$$

The factor 2 in $d$ arises because the double sum $V:\sigma$ contains both $V_{12}\sigma_{12}$ and $V_{21}\sigma_{21}$. Substitution gives

$$
\frac1{f_A}+\frac1{f_B}=\frac{e^{-u}}{f_0}(e^{-d}+e^{d})=\frac{2e^{-u}\cosh d}{f_0},
\qquad
v=hf_0(1-q)\frac{e^u}{\cosh d}.
$$

For small $d$, $\ln\cosh d\approx d^2/2$, so the alternation leaves the first-order law untouched, as symmetry requires. It does distinguish between directions at second order. A uniaxial stress $\sigma$ along [100] has $\sigma_{12}=0$, and therefore $d=0$. The same stress along [110] has $\sigma_{11}=\sigma_{22}=\sigma_{12}=\sigma/2$, so that $u=V_{11}\sigma/kT$ as before, but $d=V_{12}\sigma/kT$.

The case $V_{12}=V_{11}>0$ shows how strong the departure from an exponential can become. Then $d=u$, and at fixed $q$

$$
\frac{v(\sigma)}{v(0)}=\frac{e^u}{\cosh u}=\frac{2}{1+e^{-2u}} .
$$

Under tension along [110] this ratio approaches 2 and goes no further. One kind of layer is insensitive to the load, and once the other has become fast, the forward rate of the insensitive one alone limits the speed. Under compression the ratio tends to $2e^{-2|u|}$, because the sensitive layer becomes the bottleneck. A tensor measured at small stress therefore cannot safely be used in a single exponential at large stress, even when it has been measured accurately.

Stress also changes the driving force and, through it, the reverse flux. Suppose that the amorphous layer has the same lateral dimensions as the crystal and is thicker by a fraction $e$. When an atom of volume $\Omega$ crystallizes, the mean strain of the block changes along the normal alone, and the volume times this change is $-e\Omega$. The loads do the work $-e\Omega\sigma_{33}$, which adds to the free energy released:

$$
\Delta g(\sigma)=\Delta g_0-e\Omega\sigma_{33}.
$$

Compression along the normal increases the driving force. In-plane stress has no first-order effect here, since the lateral dimensions do not change. Differences in stored elastic energy are of second order and are omitted.

For a worked example, take rough typical values for undoped silicon at 820 K, where $kT=0.07066$ eV. The atomic volume is $\Omega=0.020\ \mathrm{nm^3}$, the activation energy is 2.7 eV, and the rate prefactor is $4.0\times10^{15}$ nm/s. The stress-free speed is

$$
v(0)=4.0\times10^{15}\,e^{-2.70/0.07066}\ \mathrm{nm/s}=0.102\ \mathrm{nm/s}.
$$

The tensor components are $V_{11}=0.15\,\Omega=0.0030\ \mathrm{nm^3}$ and $V_{33}=-0.60\,\Omega=-0.0120\ \mathrm{nm^3}$, with the trace $-0.30\,\Omega=-0.0060\ \mathrm{nm^3}$. They are taken to describe the measured speed with its reverse flux included, so in this comparison no separate correction is made for the driving force. One GPa nm³ is 6.2415 eV. For an in-plane tension of 0.5 GPa along [100],

$$
V^*:\sigma=0.0030\times0.5\times6.2415\ \mathrm{eV}=0.00936\ \mathrm{eV},\qquad
\frac{V^*:\sigma}{kT}=0.1325 .
$$

The rate is multiplied by $e^{0.1325}=1.14$ and becomes 0.116 nm/s. Compression of the same size multiplies it by 0.876.

It is useful to express such a change as a change of temperature. Let $T'$ be the temperature at which the stress-free layer would grow as fast as the loaded layer does at $T$, and write $u=V^*:\sigma/kT$. With a fixed prefactor,

$$
\frac{E_a}{kT'}=\frac{E_a}{kT}-u
\quad\Longrightarrow\quad
T'=\frac{T}{1-ukT/E_a}.
$$

The in-plane tension is equivalent to heating by 2.9 K, and the in-plane compression to cooling by 2.8 K. An experiment that compares loaded and unloaded samples must therefore control their temperature difference to well within 3 K if it is to resolve this effect.

Other loads of 0.5 GPa at the same temperature give larger changes. Biaxial in-plane compression doubles the in-plane exponent to $-0.265$ and multiplies the rate by 0.767. Compression along the normal has the exponent $(-0.0120)(-0.5)(6.2415)/0.07066=0.530$ and multiplies the rate by 1.70, as much as heating by 11.5 K. Hydrostatic pressure is the sum of these two loads. Its exponent is $-0.265+0.530=0.265$, and it multiplies the rate by 1.30.

These numbers show why an activation volume alone is not enough. Uniaxial in-plane compression of 0.5 GPa has a mean pressure of one third of 0.5 GPa. If only this mean pressure mattered, the exponent would be $0.265/3=0.088$ and growth would speed up. The tensor gives $-0.1325$, so growth slows down. The trace adds the expansion of the transition state in some directions to its contraction in another, and here it hides a difference of sign.

To see the effect of alternating layers, take $V_{12}=0.0030\ \mathrm{nm^3}$, an illustrative value equal to $V_{11}$. At 2 GPa of tension the layer formula multiplies the rate by 1.70 for a load along [100] and by 1.49 for a load along [110]. At 2 GPa of compression the factors are 0.589 and 0.515. At 0.5 GPa along [110], the alternation lowers $\ln v$ by just 0.009, compared with a linear term of 0.1325. Within the layer formula, the difference between the two directions is thus a matter for high stress, unless $V_{12}$ is much larger than assumed here. Lopsided events can add to it. If a single event has the in-plane diagonal components $V_{11}+D$ and $V_{11}-D$, its mirror variants act side by side and raise $\ln v$ by $\ln\cosh(D\sigma/kT)$ for a load along [100], but not for a load along [110]. For $D=0.0060\ \mathrm{nm^3}$ this is 0.035 at 0.5 GPa.

The softening of the transition state can be estimated from the quadratic term of the series. Suppose that $n$ atoms have their compliance doubled there, under a uniaxial load and with Young's modulus $Y$. If the stress in the block is nearly uniform, the compliance difference multiplied by the block volume is $n\Omega/Y$, and the term becomes $n\Omega\sigma^2/(2YkT)$. With $n=10$, $Y=130$ GPa and $\sigma=0.5$ GPa it is 0.017, or about 13 % of the linear in-plane term. This is an upper estimate, because a softened region carries less stress than its stiffer surroundings. The term grows as the square of the stress. At 2 GPa it would be sixteen times larger, about 0.27, against a linear term of 0.53. The factors quoted above for 2 GPa therefore illustrate the layer formula, and are not complete predictions of the rate. A wafer may also yield or break under such a load at 820 K.

The reverse flux matters less. With a driving force of 0.10 eV per atom, $q=0.243$. For $e=0.02$, a normal compression of 0.5 GPa raises the driving force by $0.02\times0.020\times0.5\times6.2415=0.00125$ eV. The factor $1-q$ then increases, and $\ln v$ rises by 0.0056, about 1 % of the exponent 0.530. Under hydrostatic pressure of the same size the rise is the same, but it is about 2 % of the smaller exponent 0.265. For these loads it therefore makes little difference whether the tensor is assigned to the forward rate or to the net speed.

The assumption of equal stress in the two phases matters more. The phases are bonded and share the same in-plane strain, so under an in-plane load a softer amorphous layer carries less in-plane stress. If its Young's modulus is 20 % lower, its Poisson's ratio is the same as that of the crystal, and the event responds to the stress on the amorphous side, the exponent 0.1325 is reduced by 0.0265. Viscous flow can do more. When there is no load along the normal, flow can relax the whole in-plane stress in the amorphous layer, in a time of the order of $\eta/G$, where $\eta$ is the viscosity and $G$ the shear modulus. Regrowing 100 nm at the stress-free speed takes 982 s. With $G=50$ GPa, the two times are equal when

$$
\eta=(50\times10^9\ \mathrm{Pa})(982\ \mathrm{s})=4.9\times10^{13}\ \mathrm{Pa\,s}.
$$

This threshold is good only to a factor of about two: the sum $\sigma_{11}+\sigma_{22}$, to which the rate responds, relaxes in the time $3(1-\nu)\eta/[(1+\nu)G]$, where $\nu$ is Poisson's ratio, and this is somewhat less than $2\eta/G$. A layer with a much higher viscosity keeps its in-plane stress during regrowth. A layer with a much lower viscosity loses it early, while the crystal remains stressed. One stress tensor then no longer describes the interface. If the event responded to the amorphous side alone, the whole in-plane exponent of 0.1325 would disappear. Hydrostatic pressure is not removed by such flow. Under compression along the normal alone, the bonded layer cannot spread sideways, and flow builds up an equal in-plane compression in it. If the event responds to the amorphous side, the exponent 0.530 then falls to 0.265, the value for hydrostatic pressure.

In real undoped silicon the activation energy is close to 2.7 eV, and the speed near 550 °C is of the order of 0.1 nm/s, so the thermal parameters of the example are typical. Pressure is known to speed up regrowth, with a negative activation volume whose size is a few tenths of an atomic volume, which agrees with the trace used here. The separate components are less certain. Some experiments on bent wafers find that in-plane compression slows regrowth while tension has little effect, which a single exponential cannot describe. Nor can the alternation of layers account for it with the numbers used here, since its contribution at 0.5 GPa is far too small. Two successive stages with very different tensors could produce such an asymmetry at sufficiently high stress, but whether they do so in silicon is left open here.

Devices also depart from the undoped, flat (001) layer. High concentrations of electrically active dopants can change the stress-free speed several-fold, far more than the 14 % caused here by 0.5 GPa of in-plane tension. Near the edge of a patterned region the interface turns towards other crystal planes, and on (111) growth is slower by roughly a factor of ten or more. In both cases $v(0)$ has to be replaced, and there is no guarantee that $V^*$ stays the same. A rippled interface raises the same difficulty on a smaller scale, since its orientation and its local stress vary from place to place.

For process design, the linear law is a reasonable guide for a flat, undoped (001) interface at stresses up to about 0.5 GPa, if the amorphous layer does not flow during the anneal and one set of tensor components has been shown to describe both tension and compression. With the values used here, a biaxial compression of 0.5 GPa at 820 K then slows regrowth by about 23 %, and raising the temperature by somewhat less than 6 K would restore the speed. The remaining digits of the example are in the numerical output.

## Table of computed values

```
Temperature: 820 K; kT: 0.07066 eV
1 GPa nm^3: 6.2415 eV
Activation energy: 2.70 eV; rate prefactor: 4.0e+15 nm/s
Atomic volume: 0.020 nm^3
V11: 0.0030 nm^3 = 0.15 atomic volumes
V33: -0.0120 nm^3 = -0.60 atomic volumes
Trace of V: -0.0060 nm^3 = -0.30 atomic volumes
Stress-free regrowth rate: 0.1018 nm/s
Loads of 0.5 GPa: V:stress, ln ratio, rate ratio, rate, equal temperature change
In-plane [100] tension: 9.36 meV, 0.1325, 1.1417, 0.1162 nm/s, 2.85 K
In-plane [100] compression: -9.36 meV, -0.1325, 0.8759, 0.0892 nm/s, -2.83 K
Biaxial in-plane compression: -18.72 meV, -0.2650, 0.7672, 0.0781 nm/s, -5.65 K
Normal compression: 37.45 meV, 0.5300, 1.6989, 0.1729 nm/s, 11.53 K
Hydrostatic pressure: 18.72 meV, 0.2650, 1.3034, 0.1327 nm/s, 5.73 K
Assumed single-layer V12: 0.0030 nm^3
Rate ratio at +2.0 GPa: [100] 1.6989, [110] 1.4854
Rate ratio at -2.0 GPa: [100] 0.5886, [110] 0.5146
Neglected effects at 0.5 GPa, as changes of ln rate:
Alternating layers, [110] load: -0.0088
Driving force: 0.10 eV/atom; reverse/forward ratio q: 0.2429
Layer contraction: 0.02; driving force under normal compression: 0.10125 eV/atom
Reverse flux, normal compression: 0.0056
Softening, 10 atoms with doubled compliance, modulus 130 GPa: 0.0170
Elastic mismatch of 20 %, in-plane load: up to 0.0265
Time to regrow 100 nm: 982 s
Viscosity for equal relaxation time, shear modulus 50 GPa: 4.91e+13 Pa s
Checks on the test block:
V11 from rate slope: 0.002975 nm^3; from mean strains: 0.002975 nm^3
V33 from two load tests: -0.011827 nm^3; from mean strains: -0.011827 nm^3
Largest ln-rate error after quadratic term, 0.5 GPa: 2.5e-04
Symmetry operations: same termination 4, next termination 4
Unequal-step slope: propagated 0.39747, weighted tensors 0.39748 per GPa
```
